\section*{Soft Methyl Torsions, Harmonic Entropy and the Homolysis Prefactor of Trimethylgallium, part 1}

(Sections cited here and not found follow in the second part.)

\section{One torsion and its two entropies}

\textbf{Q.} You want to discuss the first bond break in trimethylgallium, $\mathrm{Ga(CH_3)_3\to Ga(CH_3)_2+CH_3}$, and you start with the twisting of a methyl group. Before I accept anything about entropy, tell me what is twisting against what.

\textbf{A.} One methyl group turns about its own Ga--C bond by an angle $\phi$, and the rest of the molecule is the frame. I treat the three methyl torsions as independent for now. Each has a moment of inertia $\Theta$ and a potential
\begin{equation}
U(\phi)=\frac V2\,(1-\cos n\phi),\qquad B\equiv\frac{\hbar^2}{2\Theta},
\label{eq:pot}
\end{equation}
where $V$ is the barrier height and $n$ the number of minima in a full turn. The potential is zero at its minima.

\textbf{Q.} A methyl group has threefold symmetry, so $n=3$.

\textbf{A.} That holds for a frame without symmetry about the bond. Here the gallium atom and its three carbon atoms lie in a plane. If the orientations of the other two methyls are disregarded, a half turn about the Ga--C bond leaves the frame unchanged. The potential therefore repeats after $2\pi/3$, because the protons are alike, and also after $\pi$, because of the frame. It must then repeat after the difference, $\pi-2\pi/3=\pi/3$. The lowest cosine with that period is $\cos6\phi$, so $n=6$. I keep $n$ general, since the transition state will need both values.

\textbf{Q.} And what do you mean by a softening torsion?

\textbf{A.} I mean $V\to0$ at fixed $\Theta$ and fixed temperature $T$. The condition on $\Theta$ matters, and you may hold me to it later.

\textbf{Q.} Then give me the harmonic entropy, with the factors visible.

\textbf{A.} Near $\phi=0$ we have $1-\cos n\phi\simeq n^2\phi^2/2$, so $U\simeq n^2V\phi^2/4$. Comparison with $\tfrac12U''\phi^2$ gives $U''=n^2V/2$. The angular frequency follows from $\omega^2=U''/\Theta$:
\begin{equation}
\hbar\omega=\hbar n\sqrt{\frac{V}{2\Theta}}=n\sqrt{\frac{\hbar^2}{2\Theta}\,V}=n\sqrt{BV}.
\label{eq:omega}
\end{equation}
With $x=\hbar\omega/k_BT$, and energies counted from the potential minimum, one oscillator has the partition function
\begin{equation}
q_1=\sum_{j=0}^\infty e^{-(j+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac1{2\sinh(x/2)}\simeq\frac1x\Bigl(1-\frac{x^2}{24}\Bigr).
\label{eq:q1}
\end{equation}
For small $x$ this is $q_1=k_BT/\hbar\omega$.

\textbf{Q.} There are $n$ wells, not one.

\textbf{A.} Yes, and they are not all different. A turn by $2\pi/3$ merely permutes identical protons, so each distinct arrangement appears $\sigma=3$ times in a full turn. The number of distinct wells is $n/\sigma$, which is two for $n=6$ and one for $n=3$. I let the harmonic treatment count all of them, because then it describes the same physical system as the rotor does:
\begin{equation}
q_h=\frac n\sigma\,\frac{k_BT}{n\sqrt{BV}}=\frac{k_BT}{\sigma\sqrt{BV}}.
\label{eq:qh}
\end{equation}
The number $n$ has cancelled: more wells per turn are narrower wells.

For the entropy I use $F=-k_BT\ln q$ and $S=-\partial F/\partial T$, which give
\begin{equation}
S=k_B\ln q+k_BT\,\frac{d\ln q}{dT}=k_B\ln q+\frac{E_{\rm th}}{T},\qquad E_{\rm th}=k_BT^2\frac{d\ln q}{dT},
\label{eq:S}
\end{equation}
with $E_{\rm th}$ the mean thermal energy. Since $q_h\propto T$, we have $T\,d\ln q_h/dT=1$ and
\begin{equation}
S_h=k_B\Bigl[1+\ln\frac{k_BT}{\sigma\sqrt{BV}}\Bigr].
\label{eq:Sh}
\end{equation}
As $V$ falls, $S_h$ grows as $-\tfrac12k_B\ln V$. Because $\omega\propto\sqrt V$ at fixed $\Theta$, this is the same as $-k_B\ln\omega$, and it has no upper limit.

\textbf{Q.} You dropped the quantum corrections. Perhaps they stop the growth.

\textbf{A.} They vanish in that limit, since $x\to0$. From Eq.~\eqref{eq:q1}, $\ln q_1\simeq-\ln x-x^2/24$. As $x\propto1/T$, $T\,d\ln q_1/dT=1+x^2/12$, and the entropy of one well becomes $k_B(1-\ln x+x^2/24)$. The correction goes to zero while the logarithm grows. An explicit sum over oscillator levels at 800~K, compared between barriers of $10^{-4}$ and $10^{-2}$~meV, gives the slope $dS_h/d\ln V=-0.50000\,k_B$.

\textbf{Q.} A mathematical divergence, then. Why should the real entropy not do the same? A floppier degree of freedom does have more entropy.

\textbf{A.} It has more entropy as long as there is more room to move into. An angle has $2\pi$ and no more. At $V=0$ the states are $e^{im\phi}$ with integer $m$ and energies $Bm^2$, so
\begin{equation}
q_f=\frac1\sigma\sum_{m=-\infty}^{\infty}e^{-Bm^2/k_BT}\simeq\frac1\sigma\int_{-\infty}^{\infty}e^{-Bm^2/k_BT}\,dm=\frac1\sigma\sqrt{\frac{\pi k_BT}{B}}.
\label{eq:qf}
\end{equation}
The integral may replace the sum when $k_BT\gg B$: Poisson summation gives a leading relative correction $2e^{-\pi^2k_BT/B}$. Now $q_f\propto T^{1/2}$, so $T\,d\ln q_f/dT=\tfrac12$ and
\begin{equation}
S_f=k_B\Bigl[\frac12+\ln\Bigl(\frac1\sigma\sqrt{\frac{\pi k_BT}{B}}\Bigr)\Bigr].
\label{eq:Sf}
\end{equation}
There is no $V$ left in it. This is a finite number.

\textbf{Q.} I distrust the $1/\sigma$. In quantum mechanics you cannot divide a sum over levels by three; you must say which levels are allowed.

\textbf{A.} The nuclear spins decide that. Three protons have $2^3=8$ spin states. A cyclic permutation leaves two of them unchanged (all up, all down) and moves the other six, so its trace is 2, and so is that of its inverse. The number of spin combinations with eigenvalue 1 is $(8+2+2)/3=4$. With $w=e^{2\pi i/3}$ and $w+w^2=-1$, each of the other two eigenvalues occurs $(8-2)/3=2$ times. A cyclic permutation of three fermions is even, so the total wave function must not change. The torsional state $e^{im\phi}$ acquires $e^{\pm2\pi im/3}$, and the spin part must compensate for it. Levels with $m$ divisible by three get weight 4, and the two other classes get weight 2 each.

When $k_BT\gg B$, each class contributes a third of the full sum. The weighted sum is $(4+2+2)/3=8/3$ times the full sum. Dividing by the eight spin states, which are common to reactant and products, leaves $1/3=1/\sigma$. At low temperature this shortcut fails and the weights must be kept.

\textbf{Q.} So far you have a formula for small oscillations and a formula for no barrier at all. A real torsion has a small barrier. Which of the two does it follow?

\textbf{A.} That can be calculated without choosing. In the classical limit the momentum and angle integrals separate:
\begin{equation}
q=\frac1\sigma\,\frac1{2\pi\hbar}\int_{-\infty}^{\infty}e^{-p^2/2\Theta k_BT}dp\int_0^{2\pi}e^{-U(\phi)/k_BT}d\phi .
\end{equation}
The first integral is $\sqrt{2\pi\Theta k_BT}$. With $u=V/2k_BT$, the second is $e^{-u}\int_0^{2\pi}e^{u\cos n\phi}d\phi=2\pi e^{-u}I_0(u)$, where $I_0$ and $I_1$ denote modified Bessel functions. Since $\Theta=\hbar^2/2B$, the prefactor is $\sqrt{2\pi\Theta k_BT}/\hbar=\sqrt{\pi k_BT/B}$, and therefore
\begin{equation}
q=q_f\,e^{-u}I_0(u).
\label{eq:qhr}
\end{equation}
For the entropy I need $T\,du/dT=-u$ and $I_0'=I_1$:
\begin{equation}
T\frac{d\ln q}{dT}=\frac12+u-u\frac{I_1(u)}{I_0(u)} .
\label{eq:Tder}
\end{equation}
Inserting this in Eq.~\eqref{eq:S}, the terms $-u$ and $+u$ cancel:
\begin{equation}
S=S_f+k_B\Bigl[\ln I_0(u)-u\frac{I_1(u)}{I_0(u)}\Bigr].
\label{eq:Shr}
\end{equation}
For small $u$, $\ln I_0\simeq u^2/4$ and $uI_1/I_0\simeq u^2/2$. The bracket is then $-u^2/4=-V^2/(16k_B^2T^2)$. A low barrier lowers the true entropy only in second order, so a soft torsion follows the free rotor.

\textbf{Q.} Put numbers in. I want to see whether this matters at a temperature where anything decomposes.

\textbf{A.} Take 800~K, so $k_BT=68.94$~meV. With a C--H length of 1.09~\AA\ and a Ga--C--H angle of $111^\circ$, the protons lie $1.09\sin111^\circ=1.018$~\AA\ from the axis. Then $\Theta=3(1.008)(1.018)^2=3.13$~u\,\AA$^2$, with u the atomic mass unit, and $B=0.6675$~meV. For the barrier I take 1~meV with $n=6$.

The free rotor has $q_f=\tfrac13\sqrt{\pi(68.94)/0.6675}=6.00$, and $S_f=(0.5+\ln6.00)k_B=2.29\,k_B$. The harmonic quantum is $6\sqrt{0.6675\times1}=4.90$~meV. This gives $q_h=68.94/(3\times0.8170)=28.1$ and $S_h=(1+\ln28.1)k_B=4.34\,k_B$. The table compares explicit oscillator sums with the entropy from the diagonalized rotor Hamiltonian, for the same $\Theta$ and $T$.

\begin{center}
\begin{tabular}{rrrr}
\hline
$V$ (meV) & $\hbar\omega$ (meV) & $S_h/k_B$ & $S/k_B$\\
\hline
1000 & 155.0 & 1.070 & 1.107\\
100 & 49.0 & 2.055 & 2.186\\
10 & 15.5 & 3.188 & 2.291\\
1 & 4.90 & 4.337 & 2.293\\
0.1 & 1.55 & 5.488 & 2.293\\
0.01 & 0.49 & 6.639 & 2.293\\
\hline
\end{tabular}
\end{center}

Each tenfold reduction of a small barrier adds $\tfrac12\ln10=1.15$ to the harmonic column and nothing visible to the last one.

\textbf{Q.} Is there a formula for the excess, or must I diagonalize each time?

\textbf{A.} For a soft torsion, divide Eq.~\eqref{eq:qh} by Eq.~\eqref{eq:qf}:
\begin{equation}
\frac{q_h}{q_f}=\frac{k_BT}{\sigma\sqrt{BV}}\;\sigma\sqrt{\frac{B}{\pi k_BT}}=\sqrt{\frac{k_BT}{\pi V}} .
\label{eq:over}
\end{equation}
Subtracting the entropies gives
\begin{equation}
S_h-S_f=k_B\Bigl[1-\frac12+\ln\frac{q_h}{q_f}\Bigr]=k_B\Bigl[\frac12+\frac12\ln\frac{k_BT}{\pi V}\Bigr].
\label{eq:excess}
\end{equation}
$B$, $n$ and $\sigma$ have all dropped out. At $V=1$~meV the partition function is overcounted by $\sqrt{68.94/\pi}=4.68$. The entropy excess is $0.5+\ln4.68=2.04$ in units of $k_B$, or 17.0~J/(mol\,K).

\textbf{Q.} A formula is not a cause. What is being overcounted?

\textbf{A.} Angle. The kinetic integral is the same in both treatments, so the error sits in the angular integral. The harmonic treatment replaces each well by a Gaussian and lets it run to infinity:
\begin{equation}
n\int_{-\infty}^{\infty}e^{-U''\phi^2/2k_BT}d\phi=n\sqrt{\frac{2\pi k_BT}{n^2V/2}}=\sqrt{\frac{4\pi k_BT}{V}} .
\end{equation}
Divided by the available $2\pi$, this is $\sqrt{k_BT/\pi V}$, the overcount of Eq.~\eqref{eq:over}. In the example the root-mean-square harmonic angle is $\sqrt{k_BT/U''}=\sqrt{68.94/18}=1.96$~rad, or $112^\circ$, in a well that extends $30^\circ$ to either side. The harmonic zero-point energy, 2.45~meV, already lies above the 1~meV barrier.

\textbf{Q.} So the harmonic entropy is too large, and that is that.

\textbf{A.} Not for every barrier: look at the first two rows of the table. From $k_BT/\pi V=1/(2\pi u)$ and Eq.~\eqref{eq:Shr}, the classical difference is
\begin{equation}
\frac{S_h-S}{k_B}=\frac12-\frac12\ln(2\pi u)-\ln I_0(u)+u\frac{I_1(u)}{I_0(u)} .
\label{eq:D}
\end{equation}
For large $u$ the Bessel functions obey $\ln I_0\simeq u-\tfrac12\ln(2\pi u)+1/(8u)$ and $uI_1/I_0\simeq u-\tfrac12-1/(8u)$. Everything cancels except $-1/(4u)$. The stiff limit is therefore correct, and it is approached with a harmonic entropy that is slightly too small. A cosine well lies below its parabola and offers a little more room.

On a grid from $u=10^{-4}$ to about 250, Eq.~\eqref{eq:D} changes sign once, at $V=0.97\,k_BT$. For our rotor at 800~K that is 66.7~meV; with quantum levels it is 68.1~meV.

\textbf{Q.} You promised to return to the moment of inertia. A vibration can also have a low frequency because something heavy is moving.

\textbf{A.} Then the divergence argument does not apply. At fixed $V$, both Eq.~\eqref{eq:Sh} and Eq.~\eqref{eq:Sf} contain $-\tfrac12k_B\ln B=\tfrac12k_B\ln\Theta+\text{const}$. A tenfold larger moment raises both entropies by $1.15\,k_B$ and leaves their difference alone. A low wavenumber by itself does not reveal the error. The ratio $V/k_BT$ does.

\section{From the entropy to the homolysis prefactor}

\textbf{Q.} Remind me what we carry over before you turn to rates.

\textbf{A.} A methyl torsion has barrier $V$, rotational constant $B=\hbar^2/2\Theta$, $n$ minima per turn and proton symmetry number $\sigma=3$. For $V\ll k_BT$ the well-counted harmonic partition function $q_h$ exceeds the true one by $\sqrt{k_BT/\pi V}$. The harmonic entropy exceeds the true one by
\begin{equation}
\delta\equiv\frac{S_h-S}{k_B}\simeq\frac12+\frac12\ln\frac{k_BT}{\pi V}.
\label{eq:delta}
\end{equation}
At 800~K, with $k_BT=68.94$~meV and $V=1$~meV, these are 4.68 and 2.04. The true rotor has $q=q_fe^{-u}I_0(u)$ with $u=V/2k_BT$, where $q_f$ is the free-rotor value and $I_0$, $I_1$ are modified Bessel functions.

\textbf{Q.} A rate constant contains free energies, not entropies. How does an entropy enter the prefactor?

\textbf{A.} Through the definition of the prefactor. I use transition-state theory in the high-pressure limit, where collisions keep the reactant in thermal equilibrium:
\begin{equation}
k(T)=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q}\,e^{-E_0/k_BT}.
\label{eq:tst}
\end{equation}
$Q$ belongs to the reactant, and $Q^\ddagger$ to the transition state without the reaction coordinate. $E_0$ is the difference of the potential minima, so zero-point energies sit inside the partition functions. Breaking a Ga--C bond into two radicals need not pass over a potential maximum, so the transition state is a dividing surface at some stretched bond length. I hold that surface fixed.

The activation energy is defined by the slope of the rate, and the prefactor by what is left:
\begin{equation}
E_a=k_BT^2\frac{d\ln k}{dT},\qquad A=k\,e^{E_a/k_BT}.
\end{equation}
Differentiating Eq.~\eqref{eq:tst} term by term, with $k_BT^2\,d\ln Q/dT=E_{\rm th}$,
\begin{equation}
E_a=k_BT+E_0+E_{\rm th}^\ddagger-E_{\rm th}.
\label{eq:Ea}
\end{equation}
When this is inserted in $A$, the factors $e^{\pm E_0/k_BT}$ cancel. The rest combines through $S=k_B\ln Q+E_{\rm th}/T$:
\begin{equation}
A=\frac{k_BT}{h}\,e\,\frac{Q^\ddagger e^{E_{\rm th}^\ddagger/k_BT}}{Q\,e^{E_{\rm th}/k_BT}}=e\,\frac{k_BT}{h}\,e^{\Delta S^\ddagger/k_B},\qquad \Delta S^\ddagger=S^\ddagger-S .
\label{eq:A}
\end{equation}
The factor $e$ comes from the $k_BT$ in Eq.~\eqref{eq:Ea}.

\textbf{Q.} Then an infinite harmonic entropy means an infinite prefactor?

\textbf{A.} That depends on which side carries it. The partition function of independent torsions is a product, so their entropies add. If everything else is held the same,
\begin{equation}
\ln\frac{A_h}{A}=\sum_{\rm TS}\delta-\sum_{\rm reactant}\delta ,
\label{eq:dist}
\end{equation}
where each sum runs over the torsions treated harmonically on that side. A soft harmonic torsion in the reactant sends the calculated prefactor to zero. In the transition state it sends it to infinity.

\textbf{Q.} Start with the first case, and give me a number.

\textbf{A.} Let all three reactant torsions be harmonic with $V=1$~meV, while the torsions of the loose transition state are treated properly as hindered rotors. With Eq.~\eqref{eq:delta},
\begin{equation}
\frac{A_h}{A}=e^{-3\delta}=e^{-3/2}\Bigl(\frac{\pi V}{k_BT}\Bigr)^{3/2}.
\end{equation}
The exponent is $-3\times2.044=-6.13$, so $A_h$ is too small by a factor of about 460. I take $A=10^{16}$~s$^{-1}$ as an assumed value for the correctly treated molecule. The harmonic reactant then turns it into $2.2\times10^{13}$~s$^{-1}$. By Eq.~\eqref{eq:A}, zero activation entropy would give $e\,k_BT/h=4.5\times10^{13}$~s$^{-1}$. A loose bond break has thus been assigned a slightly negative activation entropy, $\ln(2.2/4.5)=-0.7$ in units of $k_B$, in place of $+5.4$.

For a soft torsion the harmonic entropy is too large, and with three 1~meV torsions treated harmonically in the reactant alone, the prefactor at 800~K comes out too small by a factor of about 460. It remains to find how far the rate itself changes, and what happens when the transition state is treated harmonically as well.
